# Recovering an illumination source from grating images by nonnegative least squares

## What symmetry fixes

Divide the illumination source of a microscope into pixels $j$ that emit independently. Let pixel $j$ alone, at unit strength, produce the image field $E_j(x)$, and let its actual amplitude be $a_j$. The total intensity is quadratic in the fields:

$$I(x)=\sum_{j,k}a_ja_k^*E_j(x)E_k^*(x).$$

The pixels have no fixed phase relation, so the time-averaged image must be unchanged under $a_j\to e^{i\alpha_j}a_j$ with a separate $\alpha_j$ for each pixel. A term with $j\ne k$ acquires the factor $e^{i(\alpha_j-\alpha_k)}$ and averages to zero. With $s_j=\langle|a_j|^2\rangle\ge0$, what remains is

$$I(x)=\sum_j s_j|E_j(x)|^2 .$$

The image is linear in the source weights, although it is not linear in the mask transmission. Stacking the intensity samples of many known gratings into a vector $b$ gives

$$b=As+\text{noise},$$

where column $j$ of $A$ holds the images made by pixel $j$ alone.

The naive scheme is to photograph vertical and horizontal gratings in best focus and solve this system by least squares. For the 61-pixel source treated here, 41 independent patterns of weight change then leave every image unchanged. Further symmetries cause this loss, and they also show how to choose better measurements.

## The image of one source point

Lengths are measured on the mask side. Pupil coordinates are in units of $\mathrm{NA}/\lambda$, so the pupil has radius 1. A source point $\boldsymbol\sigma$ sends the plane wave $\exp[2\pi i(\mathrm{NA}/\lambda)\boldsymbol\sigma\cdot\mathbf r]$ onto a thin mask. The grating has period $p$ along the unit vector $\mathbf u$, and its openings occupy a fraction $d$ of each period. With an opening centred at $x=0$, its Fourier coefficients are

$$c_n=\frac1p\int_{-dp/2}^{dp/2}e^{-2\pi inx/p}\,dx=\frac{\sin(\pi nd)}{\pi n},\qquad c_0=d .$$

Order $n$ adds $n/p$ to the spatial frequency. In pupil units this is $nq$, with $q=\lambda/(p\,\mathrm{NA})$. Apart from a common factor of unit modulus, which the intensity does not contain,

$$E_\sigma(x;z)=\sum_n c_nP_z(\boldsymbol\sigma+nq\mathbf u)\,e^{2\pi inx/p}.$$

The pupil function $P_z$ is zero outside the unit circle. Inside it,

$$P_z(\boldsymbol\rho)=e^{i\phi_z(\rho)},\qquad \phi_z(\rho)=\frac{2\pi z}{\lambda}\left(\sqrt{1-\mathrm{NA}^2\rho^2}-1\right),$$

where $z$ is the defocus. Each entry of $A$ is $|E_\sigma|^2$ averaged over a square pixel, which the program represents by a uniform grid of 4×4 points. The numerical results below refer to this sampled source. Measured images would call for a finer grid, because the sharp pupil edge cuts through the pixels: noise-free images of the example source sampled at 32×32 points per pixel, inverted with the 4×4 matrix, give a source error of about 0.02 in the measure of the final table, some four times the effect of the noise. An 8×8 matrix gives 0.009 and a 16×16 matrix 0.001. With no grating, every point gives intensity 1, so $\sum_js_j=1$ means unit clear-field intensity. Without this calibration only relative weights can be found.

For a 1700 nm grating at 3000 nm defocus, this sum was tested against a Fourier transform of the tilted wave behind the sampled binary mask. The largest intensity difference was $2.2\times10^{-6}$.

The pitch must suit the pupil. If $q>2$, no two orders can pass together, and no fringes form. As $q\to0$, a point well inside the pupil passes all significant orders, so its in-focus image approaches the mask transmission whatever its position. Useful pitches lie between these limits. In the example, pitches from 1000 to 2600 nm give $q$ from 0.965 to 0.371.

## First failure: best focus cannot see odd patterns

Compare the source points $\boldsymbol\sigma$ and $-\boldsymbol\sigma$. Replacing the summation index $n$ by $-n$ gives

$$E_{-\sigma}(x;z)=\sum_n c_{-n}P_z\big(-(\boldsymbol\sigma+nq\mathbf u)\big)e^{-2\pi inx/p}.$$

A mask whose transmission is real-valued, like the binary gratings here, has $c_{-n}=c_n^*$. A mask that also shifts the phase by an amount other than 0 or 180 degrees need not obey this relation. A pupil with pure defocus is even, and changing the sign of $z$ conjugates it, so $P_z(-\boldsymbol\rho)=P_{-z}(\boldsymbol\rho)^*$. Every factor is therefore the conjugate of the corresponding factor in $E_\sigma(x;-z)$, and

$$I_{-\sigma}(x;z)=I_\sigma(x;-z).$$

Let $v$ be a pattern of weight changes with $v(-\boldsymbol\sigma)=-v(\boldsymbol\sigma)$. Its image change $\delta I$ obeys

$$\delta I(x;z)=\sum_\sigma v(-\boldsymbol\sigma)I_{-\sigma}(x;z)
=-\sum_\sigma v(\boldsymbol\sigma)I_\sigma(x;-z)=-\delta I(x;-z).$$

At $z=0$ this is zero. An imbalance between opposite poles is thus invisible in focus, whatever the pitch or orientation of the gratings.

Defocus supplies the missing information, as two-beam imaging shows. Suppose that $\boldsymbol\sigma$ passes orders 0 and $+1$ only. To leading order in $\mathrm{NA}^2$, $\phi_z=-K\rho^2$ with $K=\pi\mathrm{NA}^2z/\lambda$. The phase of order $+1$ relative to order 0 is $-\theta$, where

$$\theta=K\left(|\boldsymbol\sigma+q\mathbf u|^2-|\boldsymbol\sigma|^2\right)=K(q^2+2q\sigma_u),\qquad \sigma_u=\boldsymbol\sigma\cdot\mathbf u.$$

The image is

$$I_\sigma=c_0^2+c_1^2+2c_0c_1\cos(2\pi x/p-\theta).$$

By the inversion rule, the opposite point gives the same expression with $+\theta$. Weight changes $+w$ and $-w$ on the two points therefore produce

$$\delta I=2wc_0c_1[\cos(2\pi x/p-\theta)-\cos(2\pi x/p+\theta)]
=4wc_0c_1\sin(2\pi x/p)\sin\theta .$$

For small defocus the signal grows in proportion to $z$. It also vanishes when $\sigma_u=-q/2$, because the two beams then cross the pupil at equal radii and defocus does not change their relative phase. This holds for the full $\phi_z$ too, since it depends only on radius. For the 1200 nm grating, $q=193/(0.20\times1200)=0.804$, so the blind position is $\sigma_u=-0.402$, close to a column of pixel centres at $-0.4$. Another pitch moves the blind position, which is one reason to use several.

The sideways position of each grating must also be known at every focus setting. Let two opposite points have equal weight $s$. Their summed fringe is $4sc_0c_1\cos(2\pi x/p)\cos\theta$, and a small displacement $x_0$ of the grating changes it by

$$4sc_0c_1\frac{2\pi x_0}{p}\sin(2\pi x/p)\cos\theta .$$

This has the same dependence on $x$ as the signal of unequal poles. If the stage drifts sideways in proportion to $z$, the drift can therefore be mistaken for a pole imbalance. The calculations below assume that the positions are known.

## Second failure: gratings have mirror lines

Let $\sigma_w$ be the component of $\boldsymbol\sigma$ normal to $\mathbf u$. Then

$$|\boldsymbol\sigma+nq\mathbf u|^2=(\sigma_u+nq)^2+\sigma_w^2 .$$

Reversing $\sigma_w$ changes no pupil radius. For a rotationally symmetric pupil it therefore changes no order amplitude, and the image stays the same at every focus. A source pattern that is odd under this reflection is invisible to the grating. A pattern odd under the reflections of all the gratings used is invisible to the whole data set.

The pixels can now be counted. Their centres are at $0.2(i,j)$ with integers $i^2+j^2\le18$, which gives 61 pixels.

- **Inversion.** All pixels except the central one form opposite pairs, and each pair carries one odd pattern. This gives $(61-1)/2=30$ patterns.
- **Mirrors of x and y gratings.** A pattern odd under both vanishes on the 17 axis pixels. The other 44 form groups of four, with one pattern per group, which gives 11.
- **Mirrors at 0, 45, 90 and 135 degrees.** The pattern must also vanish on the 12 diagonal pixels. The remaining $61-17-12=32$ pixels form groups of eight, which gives 4 patterns.

Two perpendicular reflections make an inversion. A pattern odd under both is therefore even under inversion, since $(-1)(-1)=1$, and is independent of the 30 inversion-odd patterns. In focus, x and y gratings miss at least $30+11=41$ patterns, and four orientations miss at least $30+4=34$. Through focus these numbers fall to 11 and 4.

Symmetry gives lower bounds, because other patterns might also be invisible. The singular value decomposition

$$A=\sum_kg_k\mathbf u_k\mathbf v_k^{T}$$

settles the matter for a given design. A right singular vector $\mathbf v_k$ is a source pattern, and $g_k$ is the length of the image change that it produces. Counting values below $10^{-10}$ of the largest as zero gives 41, 34, 11 and 4 invisible patterns. In these designs symmetry accounts for all of them.

## Third failure: positivity does not save the chiral source

Four orientations through focus leave only four invisible patterns, and one might hope that $s\ge0$ removes the ambiguity. The condition for this follows from comparing two solutions. If $s$ and $s'$ are nonnegative and give the same exact data, then $v=s'-s$ obeys $Av=0$ and is nonnegative wherever $s$ is dark. Conversely, a nonzero null vector with that property can be added in a small enough amount, because the bright pixels have room to decrease. The source is therefore unique if and only if no nonzero null vector is nonnegative on all its dark pixels.

Each group of eight pixels consists of four related by quarter turns and their four mirror images. Its null pattern is $+1$ on one set of four and $-1$ on the other. Light can be moved if all four pixels of one handedness are lit. If no group has such a complete set, every null pattern is blocked and positivity makes the source unique for exact data. A source lit only on the mirror lines belongs to this second case.

The example is a quadrupole rotated away from the mirror lines. Its right pole occupies $(0.6,0.2)$ and $(0.6,0.4)$, and quarter turns give the other poles. The pole strengths are in the ratio $1.15:1:0.85:1$. Each pixel weight is the strength divided by 8, so the smallest is $0.85/8=0.10625$. Two groups have a complete lit set, and from each of their eight lit pixels the amount 0.10625 can move to the mirror-image set:

$$8\times0.10625=0.85 .$$

Thus 85 % of the light can change handedness without altering any image from the four orientations. A linear program that maximised the light outside the original bright pixels, with all images held fixed, gave the same 0.8500. If one pole were extinguished the amount would fall to zero, since the lit sets would be incomplete.

The remedy is a grating whose mirror line is not shared by the pattern. Gratings at 20 degrees distinguish the two sources by up to about 0.20 of the clear-field intensity, about 100 times the assumed noise. With this fifth orientation, and the same pitches and focus settings, the matrix has full rank.

## The constrained fit

The design now uses five orientations, six pitches and five focus settings. The largest difference between two transmitted orders is below $2/q$. For the coarsest grating this is 5.4, so the image contains harmonics up to 5. Twelve samples per period resolve the resulting 11 Fourier coefficients. The data vector has $5\times6\times5\times12=1800$ entries.

The estimate $\hat s$ minimises $|As-b|^2$ subject to $s\ge0$. Define $r=A^T(b-As)$, which is minus half the gradient. The optimality conditions are

$$s_j\ge0,\qquad r_j\le0,\qquad s_jr_j=0 .$$

They are sufficient. For any other nonnegative source $t$,

$$|At-b|^2=|As-b|^2-2\sum_j(t_j-s_j)r_j+|A(t-s)|^2 .$$

The middle term equals $-2\sum_jt_jr_j\ge0$, because $s_jr_j=0$ and $r_j\le0$. Hence $t$ cannot fit better. For full-rank $A$ and $t\ne s$ the last term is positive, so the minimum is unique.

An active-set iteration reaches these conditions.

1. Start with $s=0$ and every pixel held dark.
2. If all held pixels have $r_j\le0$, stop. Otherwise free the one with the largest $r_j$.
3. Solve ordinary least squares on the free pixels, and call the result $y$.
4. If all free $y_j>0$, set $s=y$ and return to step 2.
5. Otherwise move from $s$ towards $y$ by the fraction $\alpha=\min s_j/(s_j-y_j)$, taken over free pixels with $y_j\le0$. Hold the pixels that have reached zero, and return to step 3.

A newly freed pixel $m$ does acquire positive weight. Before it is freed, $r_j=0$ on the other free pixels and $s_m=0$. After the solve, $A^T(b-Ay)=0$ on all free pixels, so there $r=A^TA(y-s)$. Taking the product with $y-s$ gives

$$r_my_m=|A(y-s)|^2>0 .$$

Since $r_m>0$, also $y_m>0$. The first step therefore has $\alpha>0$ and lowers the misfit, and later steps do not raise it. No accepted free set can recur, and there are finitely many sets, so in exact arithmetic the iteration ends.

Noise-free data returned the true weights with a largest error of $6.8\times10^{-16}$. This confirms the inversion, but says nothing about errors in the optical model.

## How noise enters

For independent noise $\eta$ of rms $\varepsilon$ in each sample, the unconstrained least-squares fit has the error

$$\hat s-s=\sum_k\mathbf v_k\frac{\mathbf u_k\cdot\eta}{g_k}.$$

Its standard deviation along $\mathbf v_k$ is $\varepsilon/g_k$. Full rank is therefore not enough: a small $g_k$ marks a pattern that is observable in principle but lost in noise.

In the example the singular values run from 113 to 0.349, a ratio of about 325. With $\varepsilon=0.002$ of clear field, the weakest pattern has standard deviation $0.002/0.349=0.0057$. All 61 patterns lie below 0.01, while the bright weights are 0.106 to 0.144. The weakest pattern is odd under inversion, so it is seen through defocus alone. These figures depend on the sampling grid by several per cent: with 32×32 points per pixel the smallest singular value is about 0.325, the ratio about 350, the weakest standard deviation 0.0062, and the unconstrained error norm given below rises from 0.0137 to 0.0146. In a Monte Carlo test the observed standard deviations were 0.966 to 1.043 times the predicted ones.

Squaring the error and averaging gives an rms error norm of $\varepsilon(\sum_kg_k^{-2})^{1/2}=0.0137$ without the constraint. Forty noisy data sets gave 0.0136. With positivity, the same data gave 0.0031. This gain belongs to the example: 53 of the 61 pixels are truly dark, and there the constraint forbids negative errors. A source with every pixel well lit would leave the constraint little to do.

A guarantee for the constrained fit comes from geometry. The images $As$ with $s\ge0$ form a convex cone. Let $b_0=As$ be the true image, $b=b_0+\delta b$ the data, and $\hat b=A\hat s$ the nearest point of the cone to $b$. Nearness implies $(b-\hat b)\cdot(b_0-\hat b)\le0$, since otherwise a small step towards $b_0$ would reduce the distance. Then

$$|\hat b-b_0|^2=(b_0-\hat b)\cdot(b-\hat b)+(\hat b-b_0)\cdot\delta b
\le|\hat b-b_0|\,|\delta b| .$$

Hence $|A(\hat s-s)|\le|\delta b|$. Projecting on $\mathbf u_k$ and dividing by $g_k>0$ gives

$$|\mathbf v_k\cdot(\hat s-s)|\le|\delta b|/g_k .$$

This holds for systematic errors as well as noise, but it is loose. Typical noise has $|\delta b|\approx0.002\sqrt{1800}=0.085$, so the bound for the weakest pattern is about 0.24, far above the unconstrained standard deviation of 0.0057.

One noisy data set shows the result in source terms. The two pixels of the weakest pole, both truly 0.106, were recovered as 0.104 and 0.107. The top and bottom poles cancel in the source centroid, which leaves

$$\bar\sigma_x=2(0.14375-0.10625)(0.6)=0.045,$$

$$\bar\sigma_y=(0.14375-0.10625)(0.2+0.4)=0.0225 .$$

The recovered centroid is $(0.0445,0.0221)$.

## When the optical model is wrong

The same inversion was applied to noise-free images containing effects absent from $A$. The second column is the rms image change relative to clear field. The third is $\frac12\sum_j|\hat s_j-s_j|$, which equals the fraction of light misplaced when the total is preserved. The fits are not rescaled, so where an effect brightens or dims the images, the third column also contains an error in the total. For obliquity weighting the recovered total is low by 1.8 %, and rescaling the fit to unit total lowers the entry from 0.014 to 0.005.

| Effect | Image | Source |
|---|---:|---:|
| Coma, 0.010 waves rms | 0.0065 | 0.006 |
| Openings 5 nm too wide | 0.0036 | 0.019 |
| Focus offset, 200 nm | 0.0062 | 0.002 |
| Shadowing, 80 nm absorber | 0.0049 | 0.052 |
| Obliquity weighting | 0.0058 | 0.014 |
| Light only at pixel centres | 0.0170 | 0.066 |
| Flare, 1 % of mean opening | 0.0040 | 0.034 |

Noise alone gives 0.005 by the same source measure. Five of the seven effects exceed it by more than a factor of two (four once the obliquity fit is rescaled to unit total), so model errors of these assumed sizes would limit the accuracy more than the noise does. The size of the image change is a poor guide: focus offset changes the images more than shadowing does, yet disturbs the source far less. In the unconstrained fit, an image change $\delta b$ shifts the source by $\sum_k\mathbf v_k(\mathbf u_k\cdot\delta b)/g_k$. Only the part that a source change could imitate counts, and it is amplified most along patterns with small $g_k$.

The parameters represent an ArF mask-inspection microscope. The wavelength of 193 nm and mask-side NA of 0.20 are rough typical values, the latter corresponding to NA 0.8 at the wafer of a fourfold-reduction scanner. High magnification makes the beams nearly parallel at the camera, which favours a scalar model. A noise of 0.2 % presumes averaging. Real masks break the thin-mask assumption: the geometric shadowing estimate gives a source error of about 0.05 in the measure of the table. The narrowest openings are 400 nm, about two wavelengths, so a rigorous electromagnetic calculation could change that figure. Images formed at high NA in a wafer scanner would need a vector model.

Known effects can be included in the columns of $A$ without losing linearity, because different source points still add in intensity. Uniform flare can be fitted as one further nonnegative column, and finer pixels can describe structure inside the present ones. Each change alters the singular values, so observability must be computed again before the recovered source is trusted.

## Table of computed values

```
wavelength 193 nm, mask-side NA 0.20
pitches (nm): 1000 1200 1400 1700 2100 2600
orientations (deg): 0 90 45 135 20
focus settings (nm): -6000 -3000 0 3000 6000
open fraction 0.4, pixel side 0.2 NA/wavelength
source pixels 61, image samples 1800
noise rms 0.002 of clear field
order sum vs FFT image, largest gap 2.2e-06
invisible patterns: found by SVD / symmetry lower bound
  x,y gratings, in focus: 41 / 41
  x,y gratings, through focus: 11 / 11
  4 orientations, in focus: 34 / 34
  4 orientations, through focus: 4 / 4
  5 orientations, through focus: 0 / 0
chiral twin, image gap, 4 orientations: 1.7e-16
chiral twin, image gap, 20 deg gratings: 0.1983
light movable unseen, 4 orientations: 0.8500 of total
light moved in the twin: 0.8500 of total
singular values, 5 orientations: largest 113.246
  median 2.3431, smallest 0.34899
  condition number 324.5
weakest pattern: inversion-odd share 1.0000
  noise std along it 0.00573 (weight units)
patterns with noise std below 0.01: 61
Monte Carlo std / predicted: 0.966 to 1.043
exact data, largest weight error 6.8e-16
bright pixel (x, y in NA/wavelength): true, recovered weight
  (-0.6, -0.4): 0.10625, 0.10445
  (-0.6, -0.2): 0.10625, 0.10667
  (-0.4, +0.6): 0.12500, 0.12472
  (-0.2, +0.6): 0.12500, 0.12481
  (+0.2, -0.6): 0.12500, 0.12407
  (+0.4, -0.6): 0.12500, 0.12458
  (+0.6, +0.2): 0.14375, 0.14306
  (+0.6, +0.4): 0.14375, 0.14266
centroid true (+0.04500, +0.02250) NA/wavelength
centroid recovered (+0.04451, +0.02212) NA/wavelength
rms error norm, no constraint: 0.01356 (predicted 0.01369)
rms error norm, nonnegative: 0.00312
misplaced light, nonnegative, mean: 0.00522
neglected effect: rms image change, misplaced light
  coma 0.010 waves rms: 0.00648, 0.0062
  openings 5 nm too wide: 0.00361, 0.0189
  focus offset 200 nm: 0.00615, 0.0015
  absorber 80 nm thick, shadowing: 0.00492, 0.0521
  obliquity weighting of orders: 0.00578, 0.0141
  light only at pixel centres: 0.01700, 0.0658
  flare, 1 % of mean mask opening: 0.00400, 0.0343
```
